# Choosing the time step for Langevin dynamics of a fluctuating surface step: verification in Python

```python
"""Exact time stepping of a fluctuating atomic step (linear Langevin equation).

Result under test: for each Fourier amplitude a of the step, the update
    a(t+h) = exp(-v h) a(t) + sqrt(S (1 - exp(-2 v h))) * (unit normal number)
gives the same variances and two-time correlations for every time step h.

Equation: dx/dt = D x_yy + noise, D = mobility*stiffness/kT,
          noise correlation 2*mobility*delta(y-y')*delta(t-t').
Symbols:  v = D q^2 relaxation rate, S = 2 kT/(L stiffness q^2) variance,
          q = 2 pi n/L, L = period along the step.
State rows: mean position, then cosine amplitudes, then sine amplitudes.
Units: nm, eV, s, K.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.linalg import expm

temperature = 1173.0      # K
stiffness = 0.3           # eV/nm, rough
mobility = 5.0e4          # nm^3/s, rough
length = 2000.0           # nm
terrace = 500.0           # nm
mode_count = 64
kT = const.k * temperature / const.e
diffusivity = mobility * stiffness / kT


def mode_table(count):
    q = 2 * np.pi * np.arange(1, count + 1) / length
    return q, diffusivity * q**2, 2 * kT / (length * stiffness * q**2)


wave, mode_rate, mode_var = mode_table(mode_count)
rate = np.concatenate(([0.0], mode_rate, mode_rate))
variance = np.concatenate(([0.0], mode_var, mode_var))


def exact_law(h):
    """Decay factor and noise amplitude of the exact update."""
    kick2 = -variance * np.expm1(-2 * rate * h)
    kick2[0] = 2 * mobility * h / length
    return np.exp(-rate * h), np.sqrt(kick2)


def euler_law(h):
    """Decay factor and noise amplitude of the Euler scheme."""
    kick2 = 2 * rate * variance * h
    kick2[0] = 2 * mobility * h / length
    return 1 - rate * h, np.sqrt(kick2)


def advance(state, law, noise):
    decay, kick = law
    return decay[:, None] * state + kick[:, None] * noise


def joint_covariance(law, steps, report):
    """Exact covariance of the output, from its response to unit impulses."""
    state = np.zeros((rate.size, len(steps) + 1))
    state[:, 0] = np.sqrt(variance)
    shots = [state]
    for j, h in enumerate(steps, start=1):
        impulse = np.zeros_like(state)
        impulse[:, j] = 1.0
        state = advance(state, law(h), impulse)
        if j in report:
            shots.append(state)
    shots = np.array(shots)
    return np.einsum('amk,bmk->mab', shots, shots)


def displacement_growth(t, count):
    """Mean-square displacement of a point, equilibrium start."""
    _, v, s = mode_table(count)
    return 2 * mobility * t / length - 2 * np.sum(s * np.expm1(-v * t))


def straight_start_growth(t, count):
    """Variance of a point when the step is straight at time zero."""
    _, v, s = mode_table(count)
    return 2 * mobility * t / length - np.sum(s * np.expm1(-2 * v * t))


print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"stiffness {stiffness} eV/nm, mobility {mobility:.1e} nm^3/s")
print(f"period L {length:.0f} nm, terrace {terrace:.0f} nm, M = {mode_count}")
print(f"D = {diffusivity:.4e} nm^2/s, kT/stiffness = {kT/stiffness:.4f} nm")
for n in (1, mode_count):
    print(f"mode {n}: wavelength {length/n:.2f} nm, rate {mode_rate[n-1]:.4g} 1/s,"
          f" time {1e3/mode_rate[n-1]:.4g} ms, variance {mode_var[n-1]:.4g} nm^2")

# The Gaussian transition density solves the Fokker-Planck equation.
x, m, t_, v_, s_ = sp.symbols('x m t v s', positive=True)
spread = s_ * (1 - sp.exp(-2 * v_ * t_))
logp = -(x - m * sp.exp(-v_ * t_))**2 / (2 * spread) - sp.log(spread) / 2
slope_log = sp.diff(logp, x)
residual = (sp.diff(logp, t_) - v_ * (1 + x * slope_log)
            - v_ * s_ * (sp.diff(logp, x, 2) + slope_log**2))
assert sp.simplify(residual) == 0

# Equilibrium variance from the energy of a shape and the Boltzmann weight.
points = 4000
dy = length / points
shape3 = np.cos(wave[2] * dy * np.arange(points))
energy3 = 0.5 * stiffness * np.sum((np.roll(shape3, -1) - shape3)**2) / dy
top = quad(lambda a: a * a * np.exp(-energy3 * a * a / kT), -30, 30)[0]
bottom = quad(lambda a: np.exp(-energy3 * a * a / kT), -30, 30)[0]
assert abs(top / bottom / mode_var[2] - 1) < 1e-4
print(f"mode 3 variance: Boltzmann {top/bottom:.4f}, formula {mode_var[2]:.4f} nm^2")

# Real-space lattice with local noise against the mode sums.
lag = 0.1
many = 200000
sites = 160
spacing = length / sites
eye = np.eye(sites)
lattice = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
relax = diffusivity / spacing**2 * lattice
equilibrium = kT * np.linalg.pinv(stiffness / spacing * lattice, hermitian=True)
lattice_growth = 2 * (equilibrium - expm(-relax * lag) @ equilibrium)[0, 0]
sum_growth = displacement_growth(lag, many) - 2 * mobility * lag / length
assert abs(lattice_growth / sum_growth - 1) < 3e-3   # lattice spacing error
nodes, weights = np.polynomial.legendre.leggauss(60)
root = 0.5 * np.sqrt(lag) * (nodes + 1)
lattice_straight = sum(
    0.5 * np.sqrt(lag) * w * 2 * u * expm(-2 * relax * u * u)[0, 0]
    for u, w in zip(root, weights)) * 2 * mobility / spacing
sum_straight = straight_start_growth(lag, many)
assert abs(lattice_straight / sum_straight - 1) < 3e-3
print(f"growth in {lag} s without mean drift: lattice {lattice_growth:.3f},"
      f" modes {sum_growth:.3f} nm^2")
print(f"straight start, {lag} s: lattice {lattice_straight:.3f},"
      f" modes {sum_straight:.3f} nm^2")

# Square-root growth law of a long step.
for t in (0.01, lag):
    law_eq = 2 * kT / stiffness * np.sqrt(diffusivity * t / np.pi)
    full = displacement_growth(t, many)
    assert abs(full / law_eq - 1) < 1e-4             # truncated sum
    assert abs(straight_start_growth(t, many) * np.sqrt(2) / law_eq - 1) < 1e-4
    print(f"t = {t} s: mode sum {full:.4f}, square-root law {law_eq:.4f} nm^2")
for count in (32, 64, 128):
    g = displacement_growth(lag, count)
    print(f"M = {count}: displacement^2 at {lag} s {g:.3f} nm^2,"
          f" shift from all modes {100*(g/full-1):.2f} %")

# Same joint covariance for coarse, fine and irregular time steps.
rng = np.random.default_rng(2024)
times = np.array([0.0, 0.1, 0.4])
gap = np.abs(times[:, None] - times[None, :])
target = variance[:, None, None] * np.exp(-rate[:, None, None] * gap)
target[0] = 2 * mobility / length * np.minimum(times[:, None], times[None, :])
scale = np.concatenate(([target[0].max()], variance[1:]))[:, None, None]
irregular = np.concatenate((0.1 * rng.dirichlet(np.ones(7)),
                            0.3 * rng.dirichlet(np.ones(11))))
partitions = {"2 steps": ([0.1, 0.3], (1, 2)),
              "200 steps": ([0.002] * 200, (50, 200)),
              "18 irregular steps": (irregular, (7, 18))}
for name, (steps, report) in partitions.items():
    error = np.max(np.abs(joint_covariance(exact_law, steps, report) - target) / scale)
    assert error < 1e-11
    print(f"exact update, {name}: largest relative covariance error {error:.1e}")

# Euler scheme: biased variance, wrong correlation, instability.
v_top, s_top = mode_rate[-1], mode_var[-1]
for product in (0.02, 0.5, 1.5):
    h = product / v_top
    cov = joint_covariance(euler_law, [h] * 600, (599, 600))[mode_count]
    ratio = cov[2, 2] / s_top
    corr = cov[1, 2] / cov[1, 1]
    assert abs(ratio * (1 - product / 2) - 1) < 1e-8
    assert abs(corr - (1 - product)) < 1e-8
    print(f"Euler, v h = {product}, h = {1e6*h:.2f} us: variance/S {ratio:.4f},"
          f" correlation {corr:.4f}, true {np.exp(-product):.4f}")
blown = joint_covariance(euler_law, [2.1 / v_top] * 600, (600,))[mode_count, 1, 1]
assert blown > 1e6 * s_top
print(f"Euler stability limit for M = {mode_count}: {1e3*2/v_top:.4f} ms")

# Random runs with three time steps.
replicas = 4000
ys = length * np.arange(160) / 160
phase = np.outer(ys, wave)
shapes = np.hstack((np.ones((ys.size, 1)), np.cos(phase), np.sin(phase)))
wanted = (mode_var[0], mode_var[0] * np.exp(-mode_rate[0] * lag),
          displacement_growth(lag, mode_count))
print(f"expected: variance {wanted[0]:.3f}, correlation {wanted[1]:.3f},"
      f" displacement^2 {wanted[2]:.3f} nm^2")
for count in (1, 5, 20):
    h = lag / count
    start = np.sqrt(variance)[:, None] * rng.standard_normal((rate.size, replicas))
    state = start
    law = exact_law(h)
    for _ in range(count):
        state = advance(state, law, rng.standard_normal(state.shape))
    moved = np.mean((shapes @ (state - start))**2, axis=0)
    samples = (state[1]**2, state[1] * start[1], moved)
    text = []
    for data, value in zip(samples, wanted):
        err = data.std(ddof=1) / np.sqrt(replicas)
        assert abs(data.mean() - value) < 5 * err    # five standard errors
        text.append(f"{data.mean():.2f}+-{err:.2f}")
    print(f"h = {1e3*h:.0f} ms, {replicas} runs: " + ", ".join(text) + " nm^2")

# Statistical error of a time average does depend on the sampling interval.
run_time = 40.0
for h in (0.02, 1.0, 4.0):
    count = int(round(run_time / h))
    decay, kick = (item[1] for item in exact_law(h))
    a = np.sqrt(mode_var[0]) * rng.standard_normal(5000)
    total = np.zeros(5000)
    for _ in range(count):
        a = decay * a + kick * rng.standard_normal(5000)
        total += a * a
    seen = np.std(total / count) / mode_var[0]
    formula = np.sqrt(2 / count * (1 + decay**2) / (1 - decay**2))
    assert abs(seen / formula - 1) < 0.06            # sampling and finite run
    print(f"{run_time:.0f} s run, h = {h} s: relative error of mode 1 variance"
          f" {seen:.3f}, formula {formula:.3f}")
print(f"limit of dense sampling: {np.sqrt(2/(mode_rate[0]*run_time)):.3f}")

# Neglected: repulsion by neighbouring steps.
elastic = 0.04                                       # eV nm, rough
entropic = (np.pi * kT)**2 / (6 * stiffness)
strength = elastic + entropic


def repulsion(shift):
    return strength / (terrace + shift)**2 + strength / (terrace - shift)**2


delta = 0.02 * terrace
curvature = (repulsion(delta) - 2 * repulsion(0) + repulsion(-delta)) / delta**2
assert abs(curvature / (12 * strength / terrace**4) - 1) < 0.01
print(f"repulsion: elastic {elastic} (rough), entropic {entropic:.4f} eV nm;"
      f" relative to mode 1 stiffness {curvature/(stiffness*wave[0]**2):.1e}")

# Neglected: finite slope, for an isotropic line tension.
slope2 = 2 * mode_count * kT / (length * stiffness)
gx, gw = np.polynomial.hermite_e.hermegauss(40)
gw = gw / gw.sum()
true_energy = np.sum(gw * (np.sqrt(1 + slope2 * gx**2) - 1))
slope_error = 1 - true_energy / (slope2 / 2)
assert abs(slope_error / (0.75 * slope2) - 1) < 0.1  # next order in the slope
print(f"rms slope {np.sqrt(slope2):.4f}, energy overestimate {100*slope_error:.2f} %")

# Neglected: drift of the step by sublimation.
pressure_torr = 4e-10                                # rough vapour pressure
mass = 28.085 * const.atomic_mass
flux = pressure_torr * const.torr / np.sqrt(2 * np.pi * mass * const.k * temperature)
bilayer = 2 / (np.sqrt(3) / 2 * 0.384**2)            # atoms per nm^2
drift = flux * 1e-18 / bilayer * terrace
print(f"sublimation at {pressure_torr:.0e} Torr (rough): drift {drift*lag:.1e} nm"
      f" in {lag} s, rms displacement {np.sqrt(wanted[2]):.2f} nm")


# Neglected: adatom back-pressure from slow diffusion over the terraces.
def back_pressure(q, attach):
    grid = np.linspace(0, terrace, 101)
    sol = solve_bvp(lambda z, c: np.vstack((c[1], q * q * c[0])),
                    lambda c0, c1: np.array([1 - c0[0] + attach * c0[1],
                                             c1[0] + attach * c1[1]]),
                    grid, np.zeros((2, grid.size)), tol=1e-8)
    assert sol.success
    return sol.y[0, 0]


for attach in (1000.0, 10000.0):
    first, mean = back_pressure(wave[0], attach), back_pressure(0.0, attach)
    p, ch, sh = wave[0] * attach, np.cosh(wave[0] * terrace), np.sinh(wave[0] * terrace)
    r = (ch + p * sh) / (p * ch + sh)
    assert abs(first - 1 / (1 + p * r)) < 1e-5
    assert abs(mean - (attach + terrace) / (2 * attach + terrace)) < 1e-5
    print(f"attachment length {attach/1000:.0f} um: mode 1 slowed by"
          f" {100*first:.1f} %, mean position by {100*mean:.1f} %")
print(f"mean-position part of displacement^2 at {lag} s:"
      f" {2*mobility*lag/length:.2f} nm^2")
print("done: every assertion held")
```

Output:

```
temperature 1173 K, kT = 0.10108 eV
stiffness 0.3 eV/nm, mobility 5.0e+04 nm^3/s
period L 2000 nm, terrace 500 nm, M = 64
D = 1.4840e+05 nm^2/s, kT/stiffness = 0.3369 nm
mode 1: wavelength 2000.00 nm, rate 1.465 1/s, time 682.8 ms, variance 34.14 nm^2
mode 64: wavelength 31.25 nm, rate 5999 1/s, time 0.1667 ms, variance 0.008335 nm^2
mode 3 variance: Boltzmann 3.7932, formula 3.7932 nm^2
growth in 0.1 s without mean drift: lattice 41.284, modes 41.314 nm^2
straight start, 0.1 s: lattice 32.738, modes 32.749 nm^2
t = 0.01 s: mode sum 14.6455, square-root law 14.6459 nm^2
t = 0.1 s: mode sum 46.3139, square-root law 46.3143 nm^2
M = 32: displacement^2 at 0.1 s 44.214 nm^2, shift from all modes -4.54 %
M = 64: displacement^2 at 0.1 s 45.256 nm^2, shift from all modes -2.28 %
M = 128: displacement^2 at 0.1 s 45.783 nm^2, shift from all modes -1.15 %
exact update, 2 steps: largest relative covariance error 2.1e-16
exact update, 200 steps: largest relative covariance error 2.5e-15
exact update, 18 irregular steps: largest relative covariance error 4.3e-16
Euler, v h = 0.02, h = 3.33 us: variance/S 1.0101, correlation 0.9800, true 0.9802
Euler, v h = 0.5, h = 83.35 us: variance/S 1.3333, correlation 0.5000, true 0.6065
Euler, v h = 1.5, h = 250.04 us: variance/S 4.0000, correlation -0.5000, true 0.2231
Euler stability limit for M = 64: 0.3334 ms
expected: variance 34.139, correlation 29.488, displacement^2 45.256 nm^2
h = 100 ms, 4000 runs: 33.82+-0.76, 29.01+-0.70, 45.36+-0.25 nm^2
h = 20 ms, 4000 runs: 33.56+-0.76, 29.07+-0.71, 44.54+-0.25 nm^2
h = 5 ms, 4000 runs: 33.23+-0.74, 28.72+-0.67, 45.20+-0.25 nm^2
40 s run, h = 0.02 s: relative error of mode 1 variance 0.180, formula 0.185
40 s run, h = 1.0 s: relative error of mode 1 variance 0.235, formula 0.236
40 s run, h = 4.0 s: relative error of mode 1 variance 0.437, formula 0.447
limit of dense sampling: 0.185
repulsion: elastic 0.04 (rough), entropic 0.0560 eV nm; relative to mode 1 stiffness 6.2e-06
rms slope 0.1468, energy overestimate 1.54 %
sublimation at 4e-10 Torr (rough): drift 2.5e-03 nm in 0.1 s, rms displacement 6.73 nm
attachment length 1 um: mode 1 slowed by 25.0 %, mean position by 60.0 %
attachment length 10 um: mode 1 slowed by 3.3 %, mean position by 51.2 %
mean-position part of displacement^2 at 0.1 s: 5.00 nm^2
done: every assertion held
```
